\section*{Random telegraph noise: hidden Markov inference and a third-level test}

\section{Same levels, fewer errors}

A simulated drain-current record of 2000 readings, taken every 1 ms, jumps between three levels under white noise. If each reading is assigned to the nearest fitted level, 18.4\,\% of the assignments are wrong. If each reading is judged together with the rest of the record, with the same fitted levels and noise, 4.2\,\% are wrong. The gain comes from persistence: a trap that was empty a moment ago is probably still empty. Persistence is described by transition rates, which must be inferred from the same record.

The record imitates a transistor 100 nm wide and 50 nm long, with 1.5 nm equivalent oxide thickness, at 300 K, carrying 1000 nA with transconductance $g_m=20\ \mu$S. One electron trapped at the interface shifts the effective gate voltage by $q/(C_{ox}WL)=1.392$ mV, if its charge is spread uniformly over the channel. The current step is therefore
\begin{equation}
\Delta I=g_m\frac{q}{C_{ox}WL}=20\ \mu\mathrm{S}\times1.392\ \mathrm{mV}=27.84\ \mathrm{nA}.
\end{equation}
The noise has standard deviation $\sigma=8$ nA, independent from reading to reading. For now each reading is taken to be instantaneous.

\section{Three readings by hand}

Take a trap with two states, 0 (empty, current $m_0$) and 1 (filled, current $m_1=m_0-\Delta I$). Between readings it goes from 0 to 1 with probability $p_{01}=0.2060$ and from 1 to 0 with probability $p_{10}=0.1236$. Suppose the first and third readings are so high that state 0 is certain, while the second lies midway between the levels. Taken alone, the second reading says nothing.

Two paths remain. Their weights are products of transition probabilities, because the common reading factors cancel:
\begin{align}
000:&\quad (1-p_{01})^2=0.7940^2=0.6304,\\
010:&\quad p_{01}p_{10}=0.2060\times0.1236=0.0255.
\end{align}
The probability that the trap was filled at the second reading is $0.0255/0.6559=0.039$. The neighbours have settled what the reading could not.

A lower second reading $y$ can overturn this. The ratio of its Gaussian densities in states 1 and 0 has logarithm
\begin{equation}
\frac{(y-m_0)^2-(y-m_1)^2}{2\sigma^2}=\frac{\Delta I\,(\bar m-y)}{\sigma^2},\qquad \bar m=\frac{m_0+m_1}{2}.
\end{equation}
Even odds require this to equal $\ln(0.6304/0.0255)=3.21$, so that $\bar m-y=64\times3.21/27.84=7.4$ nA. Between two empty neighbours the decision threshold thus moves 7.4 nA below the midpoint.

Listing paths is hopeless for long records, since $K$ states and $N$ readings give $K^N$ of them. The same sum can be done one reading at a time. After the second reading the accumulated weights of states 0 and 1 are $(0.7940,\,0.2060)$. The weights for reaching state 0 at the third reading are $(0.7940,\,0.1236)$. Their products, $0.6304$ and $0.0255$, are the two path weights again. One set of numbers runs forward, the other backward, and they meet at the reading in question.

The paths also yield improved transition probabilities. The expected number of $0\to1$ transitions is 0.039. The expected number of departures from 0, counting stays, is $2\times0.961+0.039=1.961$. The updated estimate is $0.039/1.961=0.020$. The same rule gives $p_{10}=1$, because the only path that visits state 1 leaves it at once. Three readings determine rates badly.

\section{The recursions for any number of states}

Let $P_{ij}$ be the probability of going from state $i$ to state $j$ in one interval, $\rho_i$ the initial probability, and
\begin{equation}
b_n(j)=\frac{1}{\sigma\sqrt{2\pi}}\exp\!\left[-\frac{(y_n-m_j)^2}{2\sigma^2}\right].
\end{equation}
The forward quantity $a_n(j)$ is the probability of state $j$ given readings 1 to $n$:
\begin{equation}
a_n(j)=\frac{b_n(j)}{c_n}\sum_i a_{n-1}(i)P_{ij},\qquad a_1(j)=\frac{b_1(j)\rho_j}{c_1},
\end{equation}
with $c_n$ chosen so that $\sum_j a_n(j)=1$. Then $c_n$ is the probability density of $y_n$ given the earlier readings. The density of the whole record is the product of these factors, so $\ln L=\sum_n\ln c_n$. Normalising at every step also keeps the running product from underflowing in a long record.

The backward quantity starts from $\beta_N(i)=1$ and obeys
\begin{equation}
\beta_n(i)=\frac{1}{c_{n+1}}\sum_jP_{ij}b_{n+1}(j)\beta_{n+1}(j).
\end{equation}
It is the density of all later readings given state $i$ at $n$, divided by their density given the earlier readings. By Bayes' rule, the state and pair probabilities given the full record are
\begin{align}
\gamma_n(i)&=a_n(i)\beta_n(i),\\
\xi_n(i,j)&=\frac{a_n(i)P_{ij}b_{n+1}(j)\beta_{n+1}(j)}{c_{n+1}}.
\end{align}

If state $i$ is reported at reading $n$, the chance of error is $1-\gamma_n(i)$. Choosing the largest $\gamma_n$ at each reading therefore minimises the expected number of wrong readings. It does not guarantee that the reported sequence is an allowed path; that would require maximising over whole paths.

\section{Updating the parameters}

Let $\theta$ stand for all parameters and $s$ for a complete path. For a trial $\theta'$,
\begin{align}
\ln\frac{L(\theta')}{L(\theta)}&=\ln\sum_s p(s|y,\theta)\frac{p(y,s|\theta')}{p(y,s|\theta)}\\
&\ge\sum_s p(s|y,\theta)\ln\frac{p(y,s|\theta')}{p(y,s|\theta)}.
\end{align}
The first line uses $p(y,s|\theta)=p(s|y,\theta)L(\theta)$. The second is Jensen's inequality for the concave logarithm. The last expression vanishes at $\theta'=\theta$, so its maximum is not negative, and moving to that maximum cannot lower the likelihood.

The part containing $P$ is $\sum_{n,i,j}\xi_n(i,j)\ln P'_{ij}$, with $\sum_jP'_{ij}=1$. A Lagrange multiplier $\lambda_i$ gives $\sum_n\xi_n(i,j)/P'_{ij}=\lambda_i$, and summing over $j$ fixes $\lambda_i$:
\begin{equation}
P'_{ij}=\frac{\sum_{n<N}\xi_n(i,j)}{\sum_{n<N}\gamma_n(i)}.
\end{equation}
This is the counting rule of the hand example. Setting the derivatives with respect to $m'_i$ and $\sigma'$ to zero gives
\begin{equation}
m'_i=\frac{\sum_n\gamma_n(i)y_n}{\sum_n\gamma_n(i)},\qquad
\sigma'^2=\frac1N\sum_{n,i}\gamma_n(i)(y_n-m'_i)^2,
\end{equation}
and $\rho'_i=\gamma_1(i)$. Repeating the two stages is the Baum--Welch iteration. It may stop at a local maximum, so several starting levels are needed.

All states share one $\sigma$ here. With separate widths, a state could centre itself on a single reading and shrink its width to zero, and the likelihood would grow without bound.

\section{From interval probabilities to rates}

Let $k_c$ be the capture rate and $k_e$ the emission rate. The filled probability $f$ obeys
\begin{equation}
\frac{df}{dt}=k_c(1-f)-k_ef=k_c-(k_c+k_e)f.
\end{equation}
Starting from $f(0)=0$ and writing $k=k_c+k_e$, one interval $\Delta t$ gives
\begin{equation}
p_{01}=\frac{k_c}{k}\left(1-e^{-k\Delta t}\right),\qquad
p_{10}=\frac{k_e}{k}\left(1-e^{-k\Delta t}\right).
\end{equation}
Adding the two, with $u=p_{01}+p_{10}$, gives $u=1-e^{-k\Delta t}$, hence
\begin{equation}
k=-\frac{\ln(1-u)}{\Delta t},\qquad k_c=\frac{k\,p_{01}}{u},\qquad k_e=\frac{k\,p_{10}}{u}.
\end{equation}
This requires $u<1$. For slow traps, $k\Delta t\ll1$, it reduces to $k_c\approx p_{01}/\Delta t$. For faster traps that ratio is too small, because $f$ grows during the interval: fewer traps are still empty and able to capture, and some filled ones empty again before the next reading.

The hand example used $k_c=0.250$ and $k_e=0.150\ \mathrm{ms}^{-1}$ with $\Delta t=1$ ms. For 100 simulated records of 2000 readings from this trap, with the 27.84 nA step and $\sigma=8$ nA, the mean estimates of $k_c$ were:
\begin{itemize}
\item hidden Markov fit with the logarithm: $0.2530\ \mathrm{ms}^{-1}$;
\item the same fit with $p_{01}/\Delta t$: $0.2079\ \mathrm{ms}^{-1}$, 17\,\% below the true value;
\item midpoint threshold, counted transitions and the logarithm: $0.3591\ \mathrm{ms}^{-1}$, 44\,\% above it.
\end{itemize}
The threshold fails in the opposite direction because noise carries readings across it and creates false transitions.

\subsection{The error left by a finite record}

Suppose first that the states are known. About $N\pi_0$ intervals start in state 0, where $\pi_0=k_e/k=0.375$, and each ends in state 1 with probability $p_{01}$. For a long record,
\begin{equation}
\mathrm{var}\,p_{01}=\frac{p_{01}(1-p_{01})}{N\pi_0},\qquad
\mathrm{var}\,p_{10}=\frac{p_{10}(1-p_{10})}{N(1-\pi_0)},
\end{equation}
with no covariance at this order, because the path probability factorises into departures from 0 and from 1. Since $\partial k/\partial u=1/[\Delta t(1-u)]$, the derivatives of $k_c=kp_{01}/u$ are
\begin{align}
g\equiv\frac{\partial k_c}{\partial p_{10}}&=\frac{p_{01}}{u(1-u)\Delta t}-\frac{kp_{01}}{u^2},&
\frac{\partial k_c}{\partial p_{01}}&=g+\frac ku,
\end{align}
and therefore
\begin{equation}
\mathrm{var}\,k_c=\left(g+\frac ku\right)^2\mathrm{var}\,p_{01}+g^2\,\mathrm{var}\,p_{10}.
\end{equation}
Here $u=1-e^{-0.4}=0.3297$, $g=0.174\ \mathrm{ms}^{-1}$ and $k/u=1.213\ \mathrm{ms}^{-1}$. The variances are $2.18\times10^{-4}$ and $0.87\times10^{-4}$, and the standard deviation of $k_c$ is $0.0206\ \mathrm{ms}^{-1}$. The simulated records gave 0.0219 with known states and 0.0234 when the states had to be inferred. Here the noise adds little to the error set by the number of transitions. As $u\to1$ the factor $1/(1-u)$ diverges: readings much slower than the trap cannot determine its rates.

For more states, collect the rates in a matrix $Q$, with off-diagonal $Q_{ij}=k_{ij}$ and rows summing to zero. Then
\begin{equation}
P=e^{Q\Delta t},\qquad Q=\frac{\ln P}{\Delta t},
\end{equation}
where $\ln$ is the principal logarithm, provided that the imaginary part of every eigenvalue of $Q$ is smaller in size than $\pi/\Delta t$. This holds for the sequential defect below, whose eigenvalues are real. With fast cyclic rates the principal logarithm can be real and still give the wrong $Q$. An estimated $P$ may have no real logarithm, or one with slightly negative rates.

\section{Is a third level justified?}

Two levels are a special case of three, so the best three-level likelihood is never the lower one. The question is how large a gain chance can produce. The usual chi-square law does not answer it. If the third state is never entered, its current $m_2$ drops out of the likelihood. The two-level hypothesis then corresponds to a continuum of three-level parameters, on the edge of the allowed range, whereas the chi-square law assumes a single interior point.

A test that avoids this uses the two halves of the record, $D_1$ and $D_2$, differently. Fit three levels to $D_1$ and freeze them. Let $h(D_2|D_1)$ be the density this frozen model predicts for $D_2$, with the initial state probabilities obtained by carrying the last forward probabilities of $D_1$ through one more interval. Define
\begin{equation}
E=\frac{h(D_2|D_1)}{\max_{\theta\in\text{null}}p_\theta(D_2)},
\end{equation}
where the null hypothesis has two levels and a free initial distribution.

Suppose a null model $\theta^*$ is true. Given $D_1$, the second half follows the same model, started from some distribution. The maximum includes that case, so the denominator is at least $p_{\theta^*}(D_2|D_1)$. The mean of $E$ at fixed $D_1$ therefore satisfies
\begin{equation}
\langle E\rangle\le\int p_{\theta^*}(D_2|D_1)\frac{h(D_2|D_1)}{p_{\theta^*}(D_2|D_1)}\,dD_2=\int h(D_2|D_1)\,dD_2=1.
\end{equation}
Since $E\ge0$, Markov's inequality gives
\begin{equation}
\mathrm{Prob}\left(E\ge\frac1\alpha\right)\le\alpha .
\end{equation}
No long-record limit has been taken. For $\alpha=0.05$ a third level is accepted when $\ln E\ge3.0$. A poor fit to $D_1$ costs sensitivity but does not break the bound. A missed maximum in the denominator can break it, because it inflates $E$.

On the 100 two-level records the test reported no third level. The mean of $E$ was 0.05, far below its bound of 1, so the test is cautious here. The price is that half the record is not used for fitting, and a weak third level may be missed.

A level is also not the same as a state. Two hidden states with equal current can make the dwell times at that current non-exponential, and a three-level model might profit from that. The null should therefore also be tried with two levels and two hidden states at each, which requires only a common $m$ for the paired states.

\section{The three-level record}

The record of the opening comes from a defect that captures up to two electrons in sequence, $0\leftrightarrow1\leftrightarrow2$. The second current step was chosen as half the first. The lower two levels are then $1.74\sigma$ apart, and the true current distribution has two peaks, not three. A histogram therefore gives the third level no peak of its own.

The test detects the third level. Against two states, $\ln E=121.1$; against two levels with four states, $\ln E=117.8$. In these fits, hidden states thus improve the null by only 3.3. Each null was maximised from only three starting points, so a somewhat higher maximum may have been missed. To change the verdict it would have to raise $\ln L$ by more than 100.

The fit to the full record gave $\sigma=8.03$ nA and these levels:

\begin{center}
\begin{tabular}{ccc}
state & true (nA) & fitted (nA)\\
0 & 1000.00 & $1000.00\pm0.34$\\
1 & 972.16 & $972.54\pm0.32$\\
2 & 958.24 & $958.77\pm0.39$
\end{tabular}
\end{center}

The rates, in $\mathrm{ms}^{-1}$, were:

\begin{center}
\begin{tabular}{cccc}
rate & true & from $\ln P$ & from $P/\Delta t$\\
$k_{01}$ & 0.080 & $0.073\pm0.016$ & 0.066\\
$k_{10}$ & 0.060 & $0.052\pm0.008$ & 0.047\\
$k_{12}$ & 0.060 & $0.065\pm0.018$ & 0.059\\
$k_{21}$ & 0.080 & $0.077\pm0.018$ & 0.070
\end{tabular}
\end{center}

The errors are standard deviations over 40 synthetic records drawn from the fitted model and refitted. The refits started near the fitted values, so these errors leave out the risk of landing on a wrong maximum. The levels are known to a fraction of a nanoampere, the rates to roughly 15 to 30\,\%: every reading informs a level, whereas the precision of a rate is limited by the number of transitions and, between the lower two levels, also by their overlap.

The logarithm also returned $k_{02}=-0.0023\pm0.0019\ \mathrm{ms}^{-1}$. A negative rate is impossible, and its origin can be traced. The fit put $P_{02}$ and $P_{20}$ at zero. With $A=P-1$ and $\ln P=A-A^2/2+A^3/3-\dots$, the first term of the $02$ element vanishes and the second is
\begin{equation}
-\tfrac12P_{01}P_{12}=-\tfrac12\times0.0660\times0.0593=-0.0020.
\end{equation}
The cubic term adds $-0.0003$. A sequential defect must have a small positive $P_{02}$, from two captures within one interval, which this record was too short to resolve. If direct jumps are excluded on physical grounds, the likelihood should be maximised over $Q$ with $k_{02}=k_{20}=0$.

The posterior probabilities predicted 4.4\,\% wrong states, against the actual 4.2\,\%. In a measurement, where the true states are unknown, only the prediction is available. It can be trusted only as far as the noise model: noise correlated from reading to reading can make the predicted error too low.

\section{What can imitate a third level}

The false-alarm bound protects against chance, not against a wrong noise model. If a reading is an average over the whole interval, a transition inside it produces an intermediate current. Twenty two-level records were simulated in this way, with $k_c=0.250$, $k_e=0.150\ \mathrm{ms}^{-1}$ and $\sigma$ reduced to 4 nA. The test reported a third level in 17 of them, with median $\ln E=38.7$. The false level has a dwell time $\Delta t/(1-P_{11})$ of 1.12 ms in the median, close to one interval, the smallest value this measure can take. The genuine middle level above has $\Delta t/(1-P_{11})=1\ \mathrm{ms}/(0.0471+0.0593)=9.4$ ms, or $1/(k_{10}+k_{12})=8.6$ ms from the rates. A long dwell therefore speaks against this artefact, but a short one is only a warning. A genuine level that is left within a fraction of an interval looks the same: $k_{01}=0.4$, $k_{10}=k_{12}=2$ and $k_{21}=0.3\ \mathrm{ms}^{-1}$ give $\Delta t/(1-P_{11})=1.10$ ms with instantaneous readings. Shortening the averaging time separates the two cases, because it makes the averaged readings rarer and leaves a genuine level in place.

With an averaging time of 0.02 ms, the three-level record would contain few such readings. The states are occupied with probabilities 0.3, 0.4 and 0.3, so the mean jump rate is $0.3\times0.08+0.4\times0.12+0.3\times0.08=0.096\ \mathrm{ms}^{-1}$. The expected number is $2000\times0.02\times0.096=3.8$.

Slow background noise also violates the assumptions. A number-fluctuation estimate takes the gate-voltage noise spectrum as $q^2k_BT\lambda N_t/(WLC_{ox}^2f)$, with rough values $\lambda=0.1$ nm for the tunnelling length and $N_t=10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$ for the trap density. Integrated from 0.5 to 500 Hz and multiplied by $g_m$, it gives about 2.6 nA rms. Added to twenty two-level records with $\sigma=8$ nA and rates 0.08 and 0.06 $\mathrm{ms}^{-1}$, this background produced no false third level; the largest $\ln E$ was $-3.0$. The three-level fits to the first halves did split levels, with a median smallest gap of 6.5 nA; a superfluous level also splits in white noise alone, though typically by less. With these levels frozen, the second half was less probable than under two levels refitted to it. That is a demanding comparison, because the refitted model has already seen the data. Twenty records do not exclude occasional false alarms, and stronger drift could make them more frequent.

For a real transistor of this size the dimensions and current are reasonable, but several inputs are idealised. Single-trap steps vary widely between nominally equal devices, because the current is not uniform across the channel; 27.84 nA is a scale, not a prediction. Thermal and shot noise of the channel, in the 25 kHz bandwidth of a 0.02 ms reading, are each of order 0.1 nA (thermal 0.07 nA with the long-channel noise factor $2/3$ and 0.13 nA with a short-channel factor of 2, shot 0.09 nA), so the chosen 8 nA must be read mainly as noise of the measuring instrument. The $1/f$ noise above 500 Hz, which so short a reading also admits, would contribute about 2 nA by the estimate above. The $1/f$ estimate is an average over many devices. At the assumed density, the expected number of traps within $2k_BT$ of the Fermi level and with corner frequencies in the band is only $WL\lambda\ln(1000)\,N_t\times4k_BT\approx0.04$. Most devices of this size then show much less than 2.6 nA, while a minority have a further discrete trap that adds levels of its own. The smooth background simulated above is a model of drift, not the trap noise of one such device. Finally, for an assumed barrier of 0.6 eV, a drift of 1 K changes the rates by about 8\,\%. This is below the statistical error here, but a record long enough to reduce that error needs a correspondingly stable temperature.
